# Why Indium Arsenide Can Contact p-Type Gallium Antimonide with Low Resistance

A p-type GaSb layer has to pass its hole current to a metal. One way is to grow n-type InAs on the GaSb and put the metal on the InAs. At first sight this places a p–n junction in the current path, and a p–n junction usually brings a depletion layer. The InAs/GaSb pair can behave differently because its bands are arranged unusually: the conduction-band edge of InAs lies below the valence-band edge of GaSb. An electron can leave the GaSb valence band and enter the InAs conduction band without crossing an energy gap.

Two questions follow. How much charge crosses the interface when the layers come to equilibrium, and does that charge explain the low resistance? The transfer settles how the bands bend. The resistance depends on whether the bands still overlap along the current path and on how many states they share.

## When electrons cross, and in which direction

Let InAs occupy $z<0$ and GaSb $z>0$. The junction is planar and abrupt, dopants are fully ionized, and there is no fixed interface charge. Define the overlap

$$\Delta=E_v^{\rm GaSb}(0)-E_c^{\rm InAs}(0),$$

positive for a broken gap. Measure each majority band from the common Fermi level:

$$u=E_F-E_c\ \text{(InAs)},\qquad w=E_v-E_F\ \text{(GaSb)}.$$

Both grow as their band fills with carriers. Adding them at the interface removes $E_F$:

$$u_0+w_0=\Delta. \tag{1}$$

Far from the interface each material is neutral. There $u=u_b$, fixed by $n(u_b)=N_D$, and $w=w_b$, fixed by $p(w_b)=N_A$. If $\Delta>u_b+w_b$, the bulk values cannot satisfy (1), and at least one band must fill further near the interface. The electrostatics below shows that both do.

With electrostatic potential $\phi$, band energies shift by $-e\phi$, so $u=e\phi+\text{const}$ and $w=-e\phi+\text{const}$. Poisson's equation is $\phi''=-\rho/\varepsilon$, with $\rho=e(N_D-n)$ in InAs and $\rho=e(p-N_A)$ in GaSb. Hence

$$u''=\frac{e^2}{\varepsilon_1}[n(u)-N_D],\qquad w''=\frac{e^2}{\varepsilon_2}[p(w)-N_A]. \tag{2}$$

The two sides obey the same equation, although their carriers have opposite charge.

Here $n$ is taken to depend on the local value of $u$ alone. For a parabolic band of mass $m$,

$$n(u)=N_cF_{1/2}\!\left(\frac{u}{kT}\right),\qquad N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2},$$

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}}.$$

Holes follow the same law with their own mass.

## The transferred charge

Multiply the InAs equation by $u'$. The left side becomes $(u'^2/2)'$. Integrate from the bulk, where $u'=0$, to the interface:

$$\frac{u'(0^-)^2}{2}=\frac{e^2}{\varepsilon_1}S_1(u_0),\qquad S_1(u_0)=\int_{u_b}^{u_0}[n(s)-N_D]\,ds. \tag{3}$$

Since $F_{3/2}'=F_{1/2}$, the function $\Pi(u)=N_ckT\,F_{3/2}(u/kT)$ satisfies $\Pi'=n$, so

$$S_1(u_0)=\Pi(u_0)-\Pi(u_b)-N_D(u_0-u_b).$$

Let $N_s$ be the number of electrons per area that InAs holds beyond its donor charge. Integrating (2) once gives

$$N_s=\int_{-\infty}^0(n-N_D)\,dz=\frac{\varepsilon_1}{e^2}u'(0^-),$$

and with (3)

$$N_s=\pm\frac{1}{e}\sqrt{2\varepsilon_1S_1(u_0)}. \tag{4}$$

The sign is that of $u_0-u_b$: filling the band near the interface means extra electrons. In GaSb the excess hole density is $-(\varepsilon_2/e^2)w'(0^+)$, because $w$ falls away from an accumulated interface. Without fixed interface charge, $\varepsilon\phi'$ is continuous, so $\varepsilon_1u'(0^-)=-\varepsilon_2w'(0^+)$. The excess electrons and excess holes are therefore equal in number:

$$N_s=\pm\frac{1}{e}\sqrt{2\varepsilon_2S_2(\Delta-u_0)}, \tag{5}$$

with $S_2$ built like $S_1$ from $p$, $N_A$ and $w_b$.

Because $n(u)$ increases with $u$, the signed root in (4) increases with $u_0$. The one in (5) decreases with $u_0$. They meet at one point. At $u_0=u_b$, (4) is zero while (5) has the sign of $\Delta-u_b-w_b$. If that sign is positive, the curves meet at $u_0>u_b$. Thus

$$\operatorname{sign}N_s=\operatorname{sign}(\Delta-u_b-w_b). \tag{6}$$

A broken gap alone does not guarantee accumulation. Heavy doping of InAs raises $u_b$ and can reverse the transfer. The reversal occurs at $u_b=\Delta-w_b$, or donor density $n(\Delta-w_b)$.

Two limits show what controls the size. For small bending $\delta_1=u_0-u_b$, $S_1\simeq n'(u_b)\delta_1^2/2$. With the screening length $L_1=\sqrt{\varepsilon_1/(e^2n')}$, (4) becomes $N_s=\varepsilon_1\delta_1/(e^2L_1)$. GaSb gives the same form. Since the two bendings add to $\Delta-u_b-w_b$,

$$N_s\simeq\frac{\Delta-u_b-w_b}{e^2(L_1/\varepsilon_1+L_2/\varepsilon_2)}.$$

The junction then acts as two capacitors in series. In the opposite limit InAs is strongly degenerate at the interface and its bulk terms are negligible. Then $n\propto u^{3/2}$, $\Pi=\tfrac25nu$, and $N_s\propto u_0^{5/4}$.

## How large it is

Take 300 K, $\Delta=0.15$ eV, $N_D=1\times10^{17}$ cm$^{-3}$ and $N_A=1\times10^{19}$ cm$^{-3}$. The electron mass is $0.023m_0$, the hole density-of-states mass $0.40m_0$, and the relative permittivities are 15.1 for InAs and 15.7 for GaSb. These are rough typical values.

Solving the neutrality conditions numerically gives $u_b=0.0137$ eV and $w_b=0.0258$ eV. The total bending is $0.15-0.0137-0.0258\simeq0.110$ eV, so (6) predicts accumulation. Equating (4) and (5) numerically gives

$$u_0=0.112\ {\rm eV},\quad w_0=0.038\ {\rm eV},\quad N_s=6.1\times10^{11}\ {\rm cm^{-2}}.$$

This is a charge of 0.097 µC/cm². Dividing it by $\varepsilon_1$ gives an interface field of 0.073 MV/cm in InAs.

The result can be approached by hand. At the interface $n=6.32\times10^{17}$ cm$^{-3}$, an excess of $5.32\times10^{17}$ cm$^{-3}$ over the donors. The InAs bending is 0.0979 eV. Replacing the integral in (3) by a triangle gives

$$S_1\approx\tfrac12(5.32\times10^{17})(0.0979)=2.60\times10^{16}\ {\rm eV\,cm^{-3}}.$$

With energies in eV the prefactor in (4) uses $\varepsilon_1/e=8.35\times10^6$ V$^{-1}$cm$^{-1}$, and $N_s\approx6.6\times10^{11}$ cm$^{-2}$. The triangle overestimates because $n(u)$ curves upward.

InAs takes 0.098 eV of the bending and GaSb only 0.013 eV. The interface hole density is $1.35\times10^{19}$ cm$^{-3}$, an excess of $3.5\times10^{18}$ cm$^{-3}$. Dividing $N_s$ by the interface excess gives a layer thickness of about 11 nm in InAs and 1.7 nm in GaSb. The same charge spread over a thicker layer produces a larger potential drop.

With the dopings fixed, overlaps of 0.10 and 0.20 eV give $3.0\times10^{11}$ and $9.4\times10^{11}$ cm$^{-2}$. An uncertainty of 0.05 eV in the overlap therefore changes the transfer by roughly half.

## Why the overlap gives a low resistance

The transferred charge is an equilibrium dipole; it carries no steady current. What matters for conduction is whether a state in one band connects to a state in the other. The simplest description couples a conduction amplitude $c$ to a valence amplitude $v$ at zero transverse momentum:

$$(E-E_c)c=-iPv',\qquad(E-E_v)v=-iPc'. \tag{7}$$

For plane waves, $P^2k^2=(E-E_c)(E-E_v)$. The wave propagates above $E_c$ or below $E_v$. Inside a gap it decays at the rate $\kappa=\sqrt{(E_c-E)(E-E_v)}/P$.

Near the InAs conduction edge, $P^2k^2\simeq E_g(E-E_c)$, so $P^2=E_g\hbar^2/2m$. A gap of 0.354 eV gives $P=0.766$ eV nm. With the same $P$ and a GaSb gap of 0.726 eV, the valence carrier has mass $0.047m_0$: it is the light hole.

The time-dependent form of (7) conserves $|c|^2+|v|^2$ with current $(2P/\hbar)\operatorname{Re}(c^*v)$. A wave carrying current to the right has $v/c=r$, where

$$r=\sqrt{\frac{E-E_c}{E-E_v}}.$$

This is real on both sides of the overlap: both factors are positive in InAs and both negative in GaSb. At an abrupt step with flat bands, $c$ and $v$ are continuous. With reflected amplitude $b$ and transmitted amplitude $t$,

$$1+b=t,\qquad r_1(1-b)=r_2t.$$

Eliminating $b$ gives $t=2r_1/(r_1+r_2)$. The ratio of transmitted to incident current is

$$\tau=\frac{r_2t^2}{r_1}=\frac{4r_1r_2}{(r_1+r_2)^2}. \tag{8}$$

At $E_F$, the interface band edges give $r_1=\sqrt{0.1116/0.4656}=0.49$ and $r_2=\sqrt{0.7644/0.0384}=4.46$, hence $\tau=0.36$. Integrating (7) numerically through the bent bands gives 0.32. The change from conduction to valence character reflects about two thirds of the current, but there is no exponential suppression.

To turn this into a resistance, count transverse channels. Conserved transverse momentum must fit inside the allowed circle on both sides. A circle of radius $k$ contains $k^2/4\pi$ channels per area and spin, so

$$\frac1{\rho_c}=\frac{2e^2}{h}\int dE\left(-\frac{\partial f}{\partial E}\right)\tau(E)M(E),\qquad M=\frac{\min(k_1^2,k_2^2)}{4\pi}. \tag{9}$$

Here $f$ is the Fermi function. For purely elastic passage between the two bulk regions, the energy must lie above the bulk InAs edge and below the bulk GaSb edge. This window is $u_b+w_b=0.040$ eV wide. Numerical integration gives

$$\rho_c\approx1.9\times10^{-6}\ \Omega\,{\rm cm^2},$$

or about 190 Ω for a contact of 1 µm². Because the window is narrow, this value is far more sensitive to the band parameters than $N_s$ is. It takes $u_b$ from the parabolic density but the channels from (7). Using the dispersion of (7) for the InAs density as well lowers $u_b$ to 0.004 eV and doubles the resistivity to $3.9\times10^{-6}$ Ω cm². With the parabolic density kept, a hole mass of $0.47m_0$ or $0.60m_0$ lowers $w_b$ and gives $3.5\times10^{-6}$ or $1.3\times10^{-5}$ Ω cm², while $N_s$ rises only to $6.7\times10^{11}$ or $7.6\times10^{11}$ cm$^{-2}$. Only the order of magnitude is meaningful.

If scattering keeps the accumulation layers supplied, carriers can use the wider overlap at the interface. Evaluating (9) with flat bands held at their interface energies gives $1.3\times10^{-7}$ Ω cm². Neither number is a bound. Both use $\tau$ at zero transverse momentum and omit heavy-hole channels. Extending (7) isotropically to finite transverse momentum raises the elastic value to $2.4\times10^{-6}$ Ω cm². Their separation shows how strongly the estimate depends on the supply of carriers. If $u_b+w_b\le0$, the elastic bulk window closes, and conduction needs energy exchange in the accumulation layers.

## Two comparisons that identify the cause

First keep the dopings, masses and gaps, but set $\Delta=-0.30$ eV. The alignment is now staggered. Equation (6) gives depletion, and the transfer is $-7.0\times10^{11}$ cm$^{-2}$, similar in size to before but opposite in sign. The InAs conduction edge rises to 0.31 eV above $E_F$ at the interface. Dividing the transfer by $N_D$ gives a depletion width near 70 nm.

Along the forbidden stretch, $2\int\kappa\,dz=24.9$. Numerical propagation gives a transmission of $1.8\times10^{-11}$ at $E_F$, against 0.32 for the broken gap. The tunnel-only resistivity from (9) is $3\times10^3$ Ω cm², about nine orders of magnitude higher. Because $\tau$ is taken at zero transverse momentum, where the decay is slowest, this figure underestimates the tunnel resistivity. Thermal emission and recombination would provide other paths, so this is not a prediction for the total resistance of a staggered junction.

These staggered-gap figures also include only majority carriers. At the interface the InAs valence edge lies just $0.354-0.310=0.044$ eV below $E_F$. A Boltzmann estimate with the GaSb hole mass gives about $1\times10^{18}$ holes per cm$^3$ there, ten times $N_D$. Their positive charge would increase the size of the transfer and narrow the depletion layer somewhat. They are confined to the part of the layer nearest the interface, so a long forbidden stretch remains.

Now restore $\Delta=0.15$ eV and raise only the InAs doping. The transfer reverses at $7.3\times10^{17}$ cm$^{-3}$. At $1\times10^{18}$ cm$^{-3}$ it is $-2.2\times10^{11}$ cm$^{-2}$: both sides are partly depleted. Yet the elastic resistivity falls to $1.3\times10^{-7}$ Ω cm², or $2.4\times10^{-7}$ Ω cm² when $\tau$ is resolved in transverse momentum. The higher bulk Fermi energy in InAs opens more transverse channels and widens the energy window, while the interface overlap remains.

Accumulation is therefore not required for a low resistance. It explains why a moderately doped junction has no majority-carrier barrier. The overlap explains why current can change bands without a thick tunnel barrier.

## What the estimate leaves out

The light electron mass makes a local density crude in an accumulation layer this thin. A self-consistent Schrödinger–Poisson calculation, with a hard wall for electrons at the interface and holes still local, gives $4.2\times10^{11}$ cm$^{-2}$, 31% below the local result. The electron density peaks 9 nm from the interface instead of at it. A real interface lets the wave enter GaSb, so the hard wall exaggerates this exclusion.

Nonparabolicity acts the other way. Replacing the InAs energy $E$ above the band edge by $E(1+E/E_g)$ in the parabolic relation between energy and wavevector increases the density of states. The local calculation then gives $7.7\times10^{11}$ cm$^{-2}$, 27% above the parabolic value. The doping at which the transfer reverses, $n(\Delta-w_b)$, also rises. In the degenerate limit the factor is $(1+0.124/0.354)^{3/2}\approx1.6$, which puts the reversal above $10^{18}$ cm$^{-3}$. The reversed transfer found above at $1\times10^{18}$ cm$^{-3}$ therefore belongs to the parabolic model; with nonparabolic bands a heavier doping is needed. At $2\times10^{18}$ cm$^{-3}$ the nonparabolic transfer is $-4\times10^{11}$ cm$^{-2}$ and the elastic resistivity is $1.2\times10^{-7}$ Ω cm², so low resistance without accumulation survives the correction. The two corrections were evaluated separately and need not add. A transfer of several times $10^{11}$ cm$^{-2}$ is as much precision as this model supports.

Holding the bands, masses and ionized dopants fixed, the transfer is $4.6\times10^{11}$ cm$^{-2}$ at 77 K and $7.3\times10^{11}$ cm$^{-2}$ at 400 K. One contribution is that $u_b$ and $w_b$ fall with temperature at fixed density, leaving more bending. Thermal holes in bulk InAs are negligible: a Boltzmann estimate using the GaSb hole mass gives about $4\times10^{12}$ cm$^{-3}$ at 300 K.

## Using the result in a real contact

The chosen gaps, masses and overlap are representative of InAs/GaSb near room temperature, and the GaSb doping is that of a heavily doped contact layer. The overlap of a real junction depends on strain, composition and interface bonding. Real interfaces can also violate the assumption of no fixed charge. Its effect follows by differentiating (4): with energies in eV, $dN_s/du_0=(\varepsilon_1/e)(n_0-N_D)/N_s$, where $n_0$ is the interface electron density. This gives $7.3\times10^{12}$ cm$^{-2}$eV$^{-1}$ for InAs, and the corresponding GaSb value is $5.0\times10^{13}$. Fixed charge is shared in this ratio. A positive density of $1\times10^{11}$ cm$^{-2}$ raises the excess electrons by about $1\times10^{10}$ and lowers the excess holes by about $9\times10^{10}$ cm$^{-2}$, to leading order.

For this alignment and GaSb doping, raising the InAs doping from $10^{17}$ to about $10^{18}$ cm$^{-3}$ lowers the resistance in this model, even though the charge transfer may reverse. The gain does not continue indefinitely. Still heavier InAs doping depletes the GaSb until $w_0<0$: its valence edge at the interface then lies below $E_F$, and a thin barrier appears in the GaSb. In the parabolic model this happens just above $2\times10^{18}$ cm$^{-3}$. The barrier is at first too thin to matter: the elastic resistivity stays near $1\times10^{-7}$ Ω cm² from $2\times10^{18}$ to $5\times10^{18}$ cm$^{-3}$ and reaches $1.5\times10^{-7}$ Ω cm² at $10^{19}$ cm$^{-3}$. With nonparabolic InAs the rise begins only above about $10^{19}$ cm$^{-3}$. If a barrier closes the InAs on its far side, the layer must also be thick enough to keep its lowest confined level below the GaSb valence edge. For a hard-wall, parabolic layer of thickness $d$, setting $\hbar^2\pi^2/(2md^2)=\Delta$ gives $d\approx10$ nm. Nonparabolicity lowers the level: with the dispersion of (7) and the InAs gap $E_g$, the condition $P^2\pi^2/d^2=\Delta(\Delta+E_g)$ gives $d\approx9$ nm. A metal that opens directly onto the InAs does not confine the electrons in this way, so this thickness is not a strict limit for such a contact.

The metal/InAs junction and the resistance of the layers are in series with $\rho_c$. The Fermi level at an InAs surface commonly lies in the conduction band, which helps the metal contact, but that resistance must be measured or calculated separately. A low InAs/GaSb resistance does not by itself guarantee a low total contact resistance.
